# Why a straight inverse-length fit can miss the bulk thermal conductivity: a numerical check

```python
"""
Result under test: for parallel phonon channels with unequal backscattering
lengths, 1/k(L) is concave in 1/L, so a straight fit underestimates bulk k.
k(L) = heat flux * L / bath temperature difference.
lambda = backscattering length = twice the one-way free path.
Debye model: lambda(omega) = lambda_m * (omega_m/omega)^2, classical modes.
Reduced inverse length s = lambda_m/L; reduced conductivity = k/k_bulk.
"""
import numpy as np
from scipy.constants import k as k_boltzmann
from scipy.integrate import quad
from scipy.optimize import brentq

speed = 5000.0
omega_max = 3.0e13
lambda_m = 10.0e-9
nm = 1.0e-9


def debye_ratio(s):
    a = np.sqrt(s)
    return 1.0 - a * np.arctan(1.0 / a)


def tangent_ratio(s):
    a = np.sqrt(s)
    angle = np.arctan(1.0 / a)
    second_sum = 1.0 - 1.5 * a * angle + s / (2.0 * (1.0 + s))
    return debye_ratio(s) ** 2 / second_sum


def line_fit(lengths, conductivity):
    inverse = 1.0 / lengths
    resistivity = 1.0 / conductivity
    slope, intercept = np.polyfit(inverse, resistivity, 1)
    residual = resistivity - intercept - slope * inverse
    spread = resistivity - resistivity.mean()
    r_squared = 1.0 - np.sum(residual**2) / np.sum(spread**2)
    return 1.0 / intercept, r_squared, np.max(np.abs(residual / resistivity))


def solve_shared_temperature(length, free_paths, conductances, cells=160):
    """Flux for bath temperatures 1 and 0, with one local temperature.
    Each cell absorbs and re-emits; total energy is conserved in each cell."""
    face = np.arange(cells + 1)[:, None]
    cell = np.arange(cells)[None, :]
    matrix = np.zeros((cells + 1, cells))
    source = np.zeros(cells + 1)
    for path, conductance in zip(free_paths, conductances):
        depth = length / cells / path
        survive = np.exp(-depth)
        emit = -np.expm1(-depth)
        left = face - 1 - cell
        right = cell - face
        forward = np.where(left >= 0, emit * survive ** np.maximum(left, 0), 0)
        backward = np.where(right >= 0, emit * survive ** np.maximum(right, 0), 0)
        matrix += conductance * (forward - backward)
        source += conductance * survive ** np.arange(cells + 1)
    temperature = np.linalg.solve(matrix[:-1] - matrix[1:],
                                  source[1:] - source[:-1])
    flux = matrix @ temperature + source
    assert np.ptp(flux) < 1e-8 * abs(flux.mean())
    return flux.mean()


# A single channel: transport solution against the transmission formula.
gray_errors = []
for length in (1.0, 4.0, 8.0):
    flux = solve_shared_temperature(length, [0.5], [1.0])
    gray_errors.append(abs(flux * (1.0 + length) - 1.0))
assert max(gray_errors) < 2e-3  # second-order cell discretization

# Landauer integral in SI units against the closed Debye formula.
def mode_density(omega):
    return 3.0 * omega**2 / (4.0 * np.pi * speed**2)


def landauer_conductance(length):
    def integrand(x):
        omega = x * omega_max
        path = lambda_m / x**2
        return mode_density(omega) * path / (length + path)
    integral = quad(integrand, 0, 1, epsabs=0, epsrel=1e-10, limit=200)[0]
    return k_boltzmann * omega_max * integral / (2.0 * np.pi)


k_bulk = (3 * k_boltzmann * omega_max**3 * lambda_m
          / (8 * np.pi**2 * speed**2))
ballistic = k_boltzmann * omega_max**3 / (8 * np.pi**2 * speed**2)
for length in np.array([2.0, 20.0, 80.0, 800.0, 8000.0]) * nm:
    direct = length * landauer_conductance(length)
    assert abs(direct / (k_bulk * debye_ratio(lambda_m / length)) - 1) < 1e-7
assert abs(landauer_conductance(0.0) / ballistic - 1) < 1e-8
bulk_integral = quad(lambda x: mode_density(x * omega_max) * lambda_m / x**2,
                     0, 1, epsabs=0, epsrel=1e-10)[0]
bulk_direct = k_boltzmann * omega_max * bulk_integral / (2 * np.pi)
assert abs(bulk_direct / k_bulk - 1) < 1e-8

# Curvature and tangent: finite differences against spectral averages.
s0 = lambda_m / (40.0 * nm)
step = 1e-3
r_minus, r_mid, r_plus = [1 / debye_ratio(s0 + d) for d in (-step, 0, step)]
curvature_fd = (r_plus - 2 * r_mid + r_minus) / step**2
total = quad(lambda x: x**2 / (x**2 + s0), 0, 1)[0]
mean_g = quad(lambda x: x**2 / (x**2 + s0)**2, 0, 1)[0] / total
mean_g2 = quad(lambda x: x**2 / (x**2 + s0)**3, 0, 1)[0] / total
curvature = -2 * (mean_g2 - mean_g**2) / total
assert curvature < 0 and abs(curvature_fd / curvature - 1) < 1e-3
tangent_fd = 1 / (r_mid - s0 * (r_plus - r_minus) / (2 * step))
assert abs(tangent_fd / tangent_ratio(s0) - 1) < 1e-4

# General fit inequality: random spectra, lengths and positive fit weights.
rng = np.random.default_rng(4)
for trial in range(300):
    paths = 10 ** rng.uniform(-2, 3, 8)
    parts = rng.dirichlet(np.ones(8))
    inverse = 10 ** rng.uniform(-3, 2, 7)
    resistivity = 1 / np.sum(parts / (1 + inverse[:, None] * paths), axis=1)
    intercept = np.polyfit(inverse, resistivity, 1,
                           w=rng.uniform(0.2, 2, 7))[1]
    assert intercept > 1 - 1e-9

# Fits to the worked example.
base_lengths = np.array([20.0, 30.0, 40.0, 60.0, 80.0]) * nm
windows = []
for scale in (1, 10, 100):
    lengths = scale * base_lengths
    values = k_bulk * debye_ratio(lambda_m / lengths)
    windows.append((lengths, *line_fit(lengths, values)))
assert windows[0][2] > 0.995
assert windows[0][1] < windows[1][1] < windows[2][1] < k_bulk
short_values = k_bulk * debye_ratio(lambda_m / base_lengths)
quadratic_inverse = 1 / np.polyfit(lambda_m / base_lengths,
                                   1 / short_values, 2)[-1]
assert windows[0][1] < quadratic_inverse < k_bulk
root_fits = []
for scale in (1, 10):
    lengths = scale * base_lengths
    values = k_bulk * debye_ratio(lambda_m / lengths)
    root_fits.append(np.polyfit(np.sqrt(lambda_m / lengths), values, 2)[-1])
assert abs(root_fits[1] / k_bulk - 1) < 0.01

# Short and long limits.
tiny_lengths = np.array([1e-3, 2e-3])
tiny_fit = line_fit(tiny_lengths, debye_ratio(1 / tiny_lengths))[0]
inverse_mean = quad(lambda x: x**2, 0, 1)[0]
inverse_square_mean = quad(lambda x: x**4, 0, 1)[0]
short_limit = inverse_mean**2 / inverse_square_mean
assert abs(tiny_fit - short_limit) < 2e-3
s_far = 1e-8
long_loss = (1 - debye_ratio(s_far)) / np.sqrt(s_far)
tangent_loss = (1 - tangent_ratio(s_far)) / np.sqrt(s_far)
assert abs(long_loss - np.pi / 2) < 2e-4
assert abs(tangent_loss - np.pi / 4) < 5e-4
slopes = [(1 / debye_ratio(s) - 1) / s for s in (1e-4, 1e-6, 1e-8)]
assert slopes[1] > 9 * slopes[0] and slopes[2] > 9 * slopes[1]

length_direct = lambda_m / np.exp(brentq(
    lambda z: debye_ratio(np.exp(z)) - 0.99, -20, 0))
length_tangent = lambda_m / np.exp(brentq(
    lambda z: tangent_ratio(np.exp(z)) - 0.99, -20, 0))

# Two channels: failure in short cells, recovery when both paths are short.
two_paths = np.array([10.0, 1000.0]) * nm
two_fits = []
for scale in (1, 1000):
    lengths = scale * base_lengths
    values = np.mean(1 / (1 + two_paths / lengths[:, None]), axis=1)
    two_fits.append(line_fit(lengths, values))
assert two_fits[0][0] < 0.8 and abs(two_fits[1][0] - 1) < 0.01

# Energy exchange among Debye channels, solved without the parallel formula.
nodes, weights = np.polynomial.legendre.leggauss(24)
x_nodes = (nodes + 1) / 2
x_weights = weights / 2
conductances = x_weights * x_nodes**2
free_paths = 0.5 / x_nodes**2
reduced_lengths = base_lengths / lambda_m
coupled = np.array([length * solve_shared_temperature(
    length, free_paths, conductances) for length in reduced_lengths])
coupled_fit = line_fit(reduced_lengths, coupled)
assert np.all(coupled > debye_ratio(1 / reduced_lengths))
assert coupled_fit[0] < 0.95
coupled_tiny_lengths = np.array([0.005, 0.01])
coupled_tiny = np.array([length * solve_shared_temperature(
    length, free_paths, conductances) for length in coupled_tiny_lengths])
coupled_tiny_fit = line_fit(coupled_tiny_lengths, coupled_tiny)[0]
assert abs(coupled_tiny_fit - short_limit) < 0.01

# Weight of waves with half wavelength longer than the shortest cell.
x_cut = np.pi * speed / (base_lengths[0] * omega_max)
s_short = lambda_m / base_lengths[0]
missing = quad(lambda x: x**2 / (x**2 + s_short), 0, x_cut)[0]
missing /= debye_ratio(s_short)
assert missing < 1e-3

print(f"sound speed: {speed:.0f} m/s")
print(f"maximum angular frequency: {omega_max:.2e} rad/s")
print(f"lambda at maximum frequency: {lambda_m / nm:.1f} nm")
print(f"ballistic conductance per area: {ballistic:.4e} W/(m^2 K)")
print(f"bulk conductivity: {k_bulk:.4f} W/(m K)")
for length, value in zip(base_lengths, short_values):
    print(f"L = {length / nm:.0f} nm: k = {value:.4f} W/(m K), "
          f"k/k_bulk = {value / k_bulk:.4f}, 1/k = {1 / value:.4f} m K/W")
for lengths, fitted, r_squared, residual in windows:
    print(f"line fit {lengths[0] / nm:.0f}-{lengths[-1] / nm:.0f} nm: "
          f"k = {fitted:.4f} W/(m K), error = {100*(fitted/k_bulk-1):.2f} %")
    print(f"  R squared = {r_squared:.6f}, "
          f"largest relative residual = {100 * residual:.3f} %")
print(f"quadratic in 1/L, 20-80 nm: {quadratic_inverse:.4f} W/(m K), "
      f"error = {100 * (quadratic_inverse / k_bulk - 1):.2f} %")
for label, fitted in zip(("20-80", "200-800"), root_fits):
    print(f"k quadratic in L^(-1/2), {label} nm: {fitted:.4f} W/(m K), "
          f"error = {100 * (fitted / k_bulk - 1):.3f} %")
print(f"very-short-cell intercept ratio, formula: {short_limit:.6f}")
print(f"very-short-cell intercept ratio, fit: {tiny_fit:.6f}")
print(f"long-cell loss coefficient: {long_loss:.5f}")
print(f"tangent loss coefficient: {tangent_loss:.5f}")
print(f"length for k(L) 1 % below bulk: {length_direct * 1e6:.2f} micrometre")
print(f"length for tangent 1 % below bulk: {length_tangent*1e6:.2f} micrometre")
print(f"reduced curvature at 40 nm, formula: {curvature:.5f}")
print(f"reduced curvature at 40 nm, difference: {curvature_fd:.5f}")
print(f"two channels, lambda: {two_paths[0]/nm:.0f}, {two_paths[1]/nm:.0f} nm")
print(f"two-channel fit/bulk, 20-80 nm: {two_fits[0][0]:.4f}, "
      f"R squared = {two_fits[0][1]:.6f}")
print(f"two-channel fit/bulk, 20-80 micrometre: {two_fits[1][0]:.5f}")
print(f"coupled k/bulk at 20 and 80 nm: {coupled[0]:.4f}, {coupled[-1]:.4f}")
print(f"coupled fit/bulk, 20-80 nm: {coupled_fit[0]:.4f}, "
      f"R squared = {coupled_fit[1]:.6f}")
print(f"coupled very-short-cell intercept ratio: {coupled_tiny_fit:.5f}")
print(f"largest single-channel solver error: {max(gray_errors):.2e}")
print(f"long-wave share of k at 20 nm: {100 * missing:.5f} %")
print("all tests passed")
```

Running it gives:

```
sound speed: 5000 m/s
maximum angular frequency: 3.00e+13 rad/s
lambda at maximum frequency: 10.0 nm
ballistic conductance per area: 1.8885e+08 W/(m^2 K)
bulk conductivity: 5.6655 W/(m K)
L = 20 nm: k = 1.8384 W/(m K), k/k_bulk = 0.3245, 1/k = 0.5440 m K/W
L = 30 nm: k = 2.2401 W/(m K), k/k_bulk = 0.3954, 1/k = 0.4464 m K/W
L = 40 nm: k = 2.5292 W/(m K), k/k_bulk = 0.4464, 1/k = 0.3954 m K/W
L = 60 nm: k = 2.9288 W/(m K), k/k_bulk = 0.5170, 1/k = 0.3414 m K/W
L = 80 nm: k = 3.1998 W/(m K), k/k_bulk = 0.5648, 1/k = 0.3125 m K/W
line fit 20-80 nm: k = 4.1881 W/(m K), error = -26.08 %
  R squared = 0.999101, largest relative residual = 1.007 %
line fit 200-800 nm: k = 5.0416 W/(m K), error = -11.01 %
  R squared = 0.994975, largest relative residual = 0.626 %
line fit 2000-8000 nm: k = 5.4497 W/(m K), error = -3.81 %
  R squared = 0.991892, largest relative residual = 0.231 %
quadratic in 1/L, 20-80 nm: 4.4285 W/(m K), error = -21.83 %
k quadratic in L^(-1/2), 20-80 nm: 5.4206 W/(m K), error = -4.323 %
k quadratic in L^(-1/2), 200-800 nm: 5.6616 W/(m K), error = -0.068 %
very-short-cell intercept ratio, formula: 0.555556
very-short-cell intercept ratio, fit: 0.555746
long-cell loss coefficient: 1.57070
tangent loss coefficient: 0.78534
length for k(L) 1 % below bulk: 244.74 micrometre
length for tangent 1 % below bulk: 60.45 micrometre
reduced curvature at 40 nm, formula: -2.27811
reduced curvature at 40 nm, difference: -2.27812
two channels, lambda: 10, 1000 nm
two-channel fit/bulk, 20-80 nm: 0.5505, R squared = 0.998299
two-channel fit/bulk, 20-80 micrometre: 0.99981
coupled k/bulk at 20 and 80 nm: 0.3264, 0.5752
coupled fit/bulk, 20-80 nm: 0.7597, R squared = 0.999094
coupled very-short-cell intercept ratio: 0.55651
largest single-channel solver error: 7.41e-04
long-wave share of k at 20 nm: 0.00368 %
all tests passed
```
